# Marcus–Hush–Chidsey Electrode Rates: Detailed Balance, Saturation and the Missing Inverted Region, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a rigid molecule to the rate integral

### 1. A molecule whose nuclei cannot move

Take one molecule held at a fixed distance from a metal. It has a single orbital, which is empty in the oxidized form O and filled in the reduced form R. Spin is left out, so each form is one electronic state. Suppose first that the nuclei, both of the molecule and of the solvent, do not respond when the electron arrives. The orbital then has one sharp energy.

All electron energies $\varepsilon$ will be measured from the Fermi level of the metal. Let $w$ be the free energy released when an electron at the Fermi level reduces the molecule. For the rigid molecule the orbital therefore lies at $\varepsilon=-w$. If $\eta$ is the electrode potential minus the formal potential, and $e>0$ is the elementary charge, then

$$w=-e\eta .$$

The sign can be traced as follows. A more positive electrode lowers the energies of the metal electrons by $e\eta$ relative to the molecule. Seen from the Fermi level, the orbital rises to $+e\eta=-w$. Reduction is driven by negative $\eta$, hence by positive $w$. It is assumed here that the whole change of potential falls between the metal and the molecule.

The metal states are occupied with the probability

$$f(\varepsilon)=\frac{1}{1+e^{\varepsilon/kT}},\qquad 1-f(\varepsilon)=f(-\varepsilon),\qquad \frac{f(\varepsilon)}{1-f(\varepsilon)}=e^{-\varepsilon/kT}.$$

The second relation follows on multiplying the numerator and denominator of $1-f=e^{\varepsilon/kT}/(1+e^{\varepsilon/kT})$ by $e^{-\varepsilon/kT}$. The third is the quotient of $f$ and $1-f$.

Suppose that an electron in a metal state at the energy of the orbital crosses at some rate $\Gamma/\hbar$ if the state is full, and that the reverse step has the same rate if the state is empty. Then

$$k_{\rm red}=\frac{\Gamma}{\hbar}f(-w),\qquad k_{\rm ox}=\frac{\Gamma}{\hbar}\,[1-f(-w)] .$$

Two features are visible at once. The ratio is $f(-w)/[1-f(-w)]=e^{w/kT}$, which is detailed balance. And when $w\gg kT$ the orbital lies far below the Fermi level, facing filled states, so $k_{\rm red}$ settles at $\Gamma/\hbar$. More driving force places the orbital opposite deeper states, which are just as full. As long as the metal has states at that depth and $\Gamma$ is the same for them, the rate does not turn down.

Two things remain to be done: to find $\Gamma$, and to let the nuclei move.

### 2. The crossing rate from first-order perturbation theory

Let $V$ be the matrix element between the orbital, at energy $E$, and a metal state of energy $\varepsilon$. Start with the orbital empty and the metal state full. To first order in $V$, the amplitude for the electron to be in the orbital at time $t$ is

$$c(t)=-\frac{i}{\hbar}V\int_0^t e^{i(E-\varepsilon)t'/\hbar}\,dt' .$$

With $\Delta=E-\varepsilon$, the integral has the squared modulus $4\hbar^2\sin^2(\Delta t/2\hbar)/\Delta^2$, so

$$|c(t)|^2=|V|^2\,\frac{4\sin^2(\Delta t/2\hbar)}{\Delta^2}.$$

Electrons taken from different metal states leave different holes behind. The final states are orthogonal, so the probabilities add. Let $\rho$ be the number of metal states per unit energy. The probability that the orbital has been filled is

$$P(t)=\int d\varepsilon\,\rho\,|V|^2 f(\varepsilon)\,\frac{4\sin^2(\Delta t/2\hbar)}{\Delta^2}.$$

The last factor is a peak at $\varepsilon=E$ with a width of order $\hbar/t$. Once $t\gg\hbar/kT$, the Fermi function hardly changes across the central part of the peak, and in the part of $P$ that grows with time it may be evaluated at $E$. The wings of the peak fall only as $1/\Delta^2$ and reach states where $f$ differs from $f(E)$. They add to $P$ a small constant that does not grow with time, positive for $E>0$ and negative for $E<0$. Where $f(E)$ is very small this constant can exceed the growing part for a long while, but it does not enter the rate $dP/dt$ once it has built up. The build-up dies away as $e^{-\pi kTt/\hbar}$, a decay set by the poles of $f$ at $\varepsilon=\pm i\pi kT$. For $E\gg kT$ it must fall below $f(E)\approx e^{-E/kT}$, which takes $t$ beyond about $\hbar E/\pi(kT)^2$ and not merely beyond $\hbar/kT$. The area of the peak follows from $y=\Delta t/2\hbar$:

$$\int d\Delta\,\frac{4\sin^2(\Delta t/2\hbar)}{\Delta^2}
=4\,\frac{t}{2\hbar}\int_{-\infty}^{\infty}\frac{\sin^2y}{y^2}\,dy=\frac{2\pi t}{\hbar},$$

because the $y$ integral equals $\pi$. Hence $dP/dt=(\Gamma/\hbar)f(E)$ with

$$\Gamma=2\pi\rho|V|^2 .$$

This is the golden rule. In shorthand, each metal state contributes $(2\pi/\hbar)|V|^2\,\delta(E-\varepsilon)$. For a full orbital that empties into the metal, the same calculation applies with $f$ replaced by the vacancy $1-f$.

First order leaves out the return of the electron to the metal, which sets in on the time scale $\hbar/\Gamma$, so it is sufficient for $t\ll\hbar/\Gamma$. This ensures $P\ll1$, but $P\ll1$ alone is not enough: where $f(E)$ is small, the true $P$ levels off at a small value once $t\sim\hbar/\Gamma$, while the first-order $P$ keeps growing. Both conditions on $t$ can be met if $\Gamma\ll kT$. This is the weak-coupling regime, and everything below belongs to it.

For the worked example I take round parameters that stand for no particular material: $|V|=1$ meV, $\rho=0.20$ per eV and $T=300$ K. Only the product $\rho|V|^2$ enters the rate, and the two numbers serve only to fix it. The integral over $\varepsilon$ presumes levels spaced much more finely than $kT$, each coupled correspondingly more weakly, with the same product. Then

$$\Gamma=2\pi(0.20)(10^{-3})^2\ \text{eV}=1.257\times10^{-6}\ \text{eV},\qquad
\frac{\Gamma}{\hbar}=1.909\times10^{9}\ \text{s}^{-1}.$$

The thermal energy is $kT=0.02585$ eV, so $\Gamma\ll kT$ holds by a wide margin.

The numerical check tests the prefactor without the golden rule. It diagonalizes a level coupled to an explicit ladder of band states and follows the decay of the level in time. The decay rate comes out as 1.005 times $\Gamma/\hbar$, inside the one percent allowed by the test.

### 3. Letting the nuclei move

Now describe the nuclei by one classical coordinate $q$ with the same force constant $\kappa$ in both forms, but with equilibrium positions a distance $d$ apart. With the electron at the Fermi level in the oxidized case,

$$U_{\rm O}(q)=\tfrac12\kappa q^2,\qquad U_{\rm R}(q)=\tfrac12\kappa(q-d)^2-w .$$

The two wells have equal curvature, hence equal vibrational free energy, and $w$ is indeed the free energy released.

At fixed $q$ the energy needed to fill the orbital is the vertical difference

$$E(q)=U_{\rm R}-U_{\rm O}=X-w,\qquad X=\tfrac12\kappa d^2-\kappa d\,q=\lambda-\kappa d\,q .$$

Here $\lambda=\tfrac12\kappa d^2$ is the reorganization energy: the cost of displacing the nuclei from one equilibrium position to the other without transferring the electron.

While the molecule is oxidized, $q$ is distributed as $\exp(-\kappa q^2/2kT)$, a Gaussian with mean zero and variance $kT/\kappa$. Since $X$ is linear in $q$, it is Gaussian too, with

$$\langle X\rangle=\lambda,\qquad \text{var}\,X=\kappa^2d^2\,\frac{kT}{\kappa}=\kappa d^2\,kT=2\lambda kT .$$

Its probability density is

$$p(x)=\frac{1}{\sqrt{4\pi\lambda kT}}\exp\!\left[-\frac{(x-\lambda)^2}{4\lambda kT}\right].$$

For $\lambda=0.80$ eV, the value used from here on, the standard deviation is $\sqrt{2\lambda kT}=0.203$ eV, about eight times $kT$. Thermal motion of the nuclei moves the orbital over a range much wider than the step of the Fermi function.

If the nuclei are slow enough to count as frozen while the electron crosses, Section 2 applies at each $q$ with $E=X-w$. The observed rate is the thermal average over $q$. This average presumes that the nuclei restore their thermal distribution faster than transfer depletes it, and $\Gamma/\hbar$ is the fastest depletion possible.

### 4. One metal state: the Marcus rate and its inverted region

Look first at a single filled metal state of energy $\varepsilon$. Averaging its golden-rule rate over the nuclei gives

$$k_\varepsilon=\frac{2\pi}{\hbar}|V|^2\,\langle\delta(X-w-\varepsilon)\rangle=\frac{2\pi}{\hbar}|V|^2\,p(w+\varepsilon).$$

The delta function picks the probability density of $X$ at $x=w+\varepsilon$. Written out,

$$k_\varepsilon=\frac{2\pi}{\hbar}\,\frac{|V|^2}{\sqrt{4\pi\lambda kT}}\exp\!\left[-\frac{(\lambda+\Delta G)^2}{4\lambda kT}\right],\qquad \Delta G=-w-\varepsilon .$$

This is the Marcus rate. The sign of $\Delta G$ is as it should be: an electron that starts above the Fermi level releases the additional energy $\varepsilon$.

As a function of $w$ this rate is a Gaussian centred at $w=\lambda-\varepsilon$. Beyond that point it decreases although the reaction becomes more favourable. This is the inverted region. For a state at the Fermi level the maximum lies at $w=0.8$ eV. At $w=1.2$ eV the rate has fallen to 0.145 of the maximum, and at $w=1.6$ eV to $4.4\times10^{-4}$ of it.

### 5. Summing over the metal

The metal offers all its filled states. Weight each by its occupation $f(\varepsilon)$, count states with $\rho\,d\varepsilon$, and take $\rho|V|^2$ independent of energy. The constants combine into $\Gamma/\hbar$:

$$\boxed{\,k_{\rm red}(w)=\frac{\Gamma}{\hbar}K(w),\quad
K(w)=\int_{-\infty}^{\infty}\!\frac{d\varepsilon\,f(\varepsilon)}{\sqrt{4\pi\lambda kT}}
\exp\!\left[-\frac{(\lambda-w-\varepsilon)^2}{4\lambda kT}\right]}$$

This is the Marcus–Hush–Chidsey rate. The substitution $x=w+\varepsilon$ turns it into

$$K(w)=\int dx\,p(x)\,f(x-w)=\langle f(X-w)\rangle .$$

The two forms are two orders of doing the same sum. In the first, one fixes a metal state and averages over the nuclei. In the second, one fixes the nuclei and asks whether the metal state opposite the orbital is full. $K$ is the probability that it is.

The rigid molecule is recovered as a limit. When $\lambda\to0$, both the mean and the variance of $X$ vanish, and $K(w)\to f(-w)$, as in Section 1.

### 6. Oxidation

While the molecule is reduced, the nuclei vibrate about $q=d$. Put $q=d+q'$. Then

$$X=\lambda-\kappa d^2-\kappa d\,q'=\lambda-2\lambda-\kappa d\,q'=-\lambda-\kappa d\,q' ,$$

so $X$ has mean $-\lambda$ and the same variance $2\lambda kT$. Its density is $p(-x)$. The electron leaves if the metal state opposite the orbital is empty, so

$$k_{\rm ox}(w)=\frac{\Gamma}{\hbar}\int dx\,p(-x)\,[1-f(x-w)] .$$

Replace $x$ by $-x$ and use $1-f(-x-w)=f(x+w)$:

$$k_{\rm ox}(w)=\frac{\Gamma}{\hbar}\int dx\,p(x)\,f(x+w)=\frac{\Gamma}{\hbar}K(-w).$$

A single function describes both directions. The substitution exchanges states above and below the Fermi level, so this step needs $\rho|V|^2$ to be the same at $\varepsilon$ and $-\varepsilon$. The flat band is the simplest such case.

### 7. Detailed balance, state by state

Compare the two directions for one metal state of energy $\varepsilon$, with $x=w+\varepsilon$. The nuclear factors have the ratio

$$\frac{p(x)}{p(-x)}=\exp\!\left[\frac{(x+\lambda)^2-(x-\lambda)^2}{4\lambda kT}\right]
=\exp\!\left[\frac{4\lambda x}{4\lambda kT}\right]=e^{(w+\varepsilon)/kT}.$$

The electronic factors have the ratio $f/(1-f)=e^{-\varepsilon/kT}$. In the product, $\varepsilon$ cancels:

$$\frac{f(\varepsilon)\,p(w+\varepsilon)}{[1-f(\varepsilon)]\,p(-w-\varepsilon)}=e^{w/kT}.$$

Each metal state thus balances with the same ratio. Multiplying the numerator and the denominator by any common weight $\rho(\varepsilon)|V(\varepsilon)|^2$ and integrating leaves the ratio unchanged:

$$\boxed{\,\frac{k_{\rm red}}{k_{\rm ox}}=e^{w/kT}=e^{-e\eta/kT}\,}$$

Detailed balance therefore does not need a flat band. For the flat band it reads $K(w)=e^{w/kT}K(-w)$. The numerical check computes the two rates from separate integrals, for a flat and for a strongly structured density of states, and the ratio holds in both cases.

In the example, at $w=0.2$ eV, the rates are $k_{\rm red}=3.884\times10^{6}$ s$^{-1}$ and $k_{\rm ox}=1.696\times10^{3}$ s$^{-1}$. The logarithm of their ratio is 7.736, which equals $0.2/0.025852$.

### 8. How much rests on classical nuclei

Let the coordinate be a quantum oscillator of frequency $\omega$. A transition from vibrational level $n$ of O to level $m$ of R has the matrix element $V\langle m|n\rangle$, and energy conservation selects the metal state

$$\varepsilon_{mn}=(m-n)\hbar\omega-w .$$

With thermal populations $P_n\propto e^{-n\hbar\omega/kT}$, the golden rule gives

$$K_{\rm q}(w)=\sum_{n,m}P_n\,|\langle m|n\rangle|^2 f(\varepsilon_{mn}).$$

The reverse rate contains $P_m$ and $1-f$ instead. Term by term the ratio is

$$\frac{P_n}{P_m}\,e^{-\varepsilon_{mn}/kT}=e^{(m-n)\hbar\omega/kT}\,e^{-(m-n)\hbar\omega/kT+w/kT}=e^{w/kT},$$

so detailed balance survives unchanged. When $w$ is large, $f\to1$ in each term, and completeness, $\sum_m|\langle m|n\rangle|^2=1$, gives $K_{\rm q}\to1$. The plateau survives as well.

What changes is the size of the rate before the plateau. At $w=0$ the quantum sum exceeds the classical $K$ by 2.7% for $\hbar\omega=10$ meV and by 0.68% for 5 meV. Halving the quantum reduces the excess fourfold, as a correction quadratic in $\hbar\omega$ should. For this $\lambda$ and this temperature, the classical average is good to a few percent at $w=0$ when the vibrational quantum is 10 meV or less. Many intramolecular vibrations have quanta of 100 meV and more, several times $kT$. For reorganization carried by such modes the classical $K$ is far too small near $w=0$, and the quantum sum must be used instead.

## Second half: the shape of the rate curve

### 9. Symbols and results carried over

Energies $\varepsilon$ are counted from the Fermi level, $f$ is the Fermi function, and $w=-e\eta$ is the driving force for reduction. The vertical energy of the orbital is $X-w$. In the oxidized form, $X$ is Gaussian with mean $\lambda$, variance $2\lambda kT$ and density $p(x)$. With $\Gamma=2\pi\rho|V|^2$ constant,

$$k_{\rm red}=\frac{\Gamma}{\hbar}K(w),\qquad k_{\rm ox}=\frac{\Gamma}{\hbar}K(-w),$$

$$K(w)=\int d\varepsilon\,f(\varepsilon)\,p(w+\varepsilon)=\langle f(X-w)\rangle,\qquad K(w)=e^{w/kT}K(-w).$$

The example has $\lambda=0.80$ eV, $kT=0.02585$ eV and $\Gamma/\hbar=1.909\times10^9$ s$^{-1}$.

We have derived the reduction and oxidation rates of a molecule weakly coupled to a metal, and shown that their ratio obeys detailed balance whether or not the band is flat. What remains is the shape of the rate curve: its slope near equilibrium, its plateau at large driving force, and what happens when the band has a bottom.
